# Barrier tunnelling and the equilibrium constant of a surface reaction

In plasma-assisted atomic layer deposition, hydrogen atoms can strip hydrogen from a surface that carries C–H groups:

$$\mathrm{H(gas)}+\text{surface C–H}\;\rightleftharpoons\;\mathrm{H_2(gas)}+\text{surface radical}.$$

The transferred particle is light, so tunnelling changes the rate. The problem asks what it does to the forward rate constant $k_f$, the reverse rate constant $k_r$ and their ratio.

**Model.** One mass-scaled coordinate $x$, with a single mass $m$ (that of a hydrogen atom), leads from reactants ($x\to-\infty$) to products ($x\to+\infty$). The potential $V(x)$ is real. It is flat at 0 on the reactant side and at $\Delta E$ on the product side, and its top is at $V_0$. Both $V_0$ and $\Delta E$ are differences of ground levels, so they include zero-point energy. We take $\Delta E<0$; for $\Delta E>0$ the two sides exchange names. All energies $E$ are total energies on this common scale, and $\beta=1/k_BT$.

For numbers we use

$$V(x)=\Delta E\,s+B\,s(1-s),\qquad s=\frac{1}{1+e^{-x/a}} .$$

The top lies where $dV/ds=\Delta E+B-2Bs=0$, that is at $s_*=(B+\Delta E)/2B$, where $V=(B+\Delta E)^2/4B$. Setting this equal to $V_0$ gives $B-2\sqrt{V_0B}+\Delta E=0$, whose positive root is $\sqrt B=\sqrt{V_0}+\sqrt{V_0-\Delta E}$. Since $ds/dx=s(1-s)/a$ and $s_*(1-s_*)=(B^2-\Delta E^2)/4B^2$, the curvature at the top is

$$V''=-2B\left(\frac{ds}{dx}\right)^2=-\frac{(B^2-\Delta E^2)^2}{8B^3a^2}\equiv-m\omega^2 .$$

This fixes $a$ once the barrier quantum $\hbar\omega$ is chosen. Rough values for the reaction are $V_0=0.40$ eV, $\Delta E=-0.15$ eV, $\hbar\omega=0.15$ eV and $T=473$ K, which give $a=0.0207$ nm.

## (a) How are the transmission probabilities from the two sides related at the same $E>0$?

**Solution.** Let $k_1=\sqrt{2mE}/\hbar$ and $k_2=\sqrt{2m(E-\Delta E)}/\hbar$. The states with a unit incident wave from the left and from the right are

$$\psi_L\to\begin{cases}e^{ik_1x}+re^{-ik_1x}\\ t\,e^{ik_2x}\end{cases}\qquad
\psi_R\to\begin{cases}t'e^{-ik_1x}& x\to-\infty\\ e^{-ik_2x}+r'e^{ik_2x}& x\to+\infty\end{cases}$$

A probability is a ratio of fluxes, and flux is velocity times squared amplitude. Hence

$$T=\frac{k_2}{k_1}|t|^2,\qquad T'=\frac{k_1}{k_2}|t'|^2 .$$

Both states obey $\psi''=(2m/\hbar^2)(V-E)\psi$ with the same $E$. Therefore $W=\psi_L\psi_R'-\psi_L'\psi_R$ has $W'=\psi_L\psi_R''-\psi_L''\psi_R=0$ and is constant. On the left,

$$W=-ik_1t'\left[(1+re^{-2ik_1x})+(1-re^{-2ik_1x})\right]=-2ik_1t' .$$

On the right,

$$W=ik_2t\left[(-1+r'e^{2ik_2x})-(1+r'e^{2ik_2x})\right]=-2ik_2t .$$

So $k_1t'=k_2t$, and

$$T'=\frac{k_1}{k_2}\,\frac{k_2^2}{k_1^2}|t|^2=\frac{k_2}{k_1}|t|^2=T .$$

The shape of the barrier was not used. The amplitudes do differ. At $E=0.10$ eV, integrating the Schrödinger equation separately from each end gives $|t|^2=8.46\times10^{-8}$ and $|t'|^2=2.12\times10^{-7}$. With $k_2/k_1=\sqrt{0.25/0.10}=1.581$, both lead to $T=1.34\times10^{-7}$.

The equality refers to total energy. At a kinetic energy of 0.30 eV on the incident side, the transmission is $1.3\times10^{-2}$ from the left but $4.0\times10^{-6}$ from the right, because the second particle has a total energy of only 0.15 eV.

## (b) What happens to a product-side particle with $\Delta E<E<0$?

**Solution.** On the reactant side the wave can only decay, $\psi=c\,e^{\kappa_1x}$ with $\kappa_1=\sqrt{-2mE}/\hbar$. The current $j=(\hbar/m)\,\mathrm{Im}(\psi^*\psi')$ vanishes there, since $\psi'/\psi$ is real. In a stationary state with real $V$ the current is the same everywhere. On the product side it equals $(\hbar k_2/m)(|r'|^2-1)$, so $|r'|=1$ and $T'=0$.

The particle enters the barrier but has no state to leave into. The numerical solution at $E=-0.05$ eV gives a reflection probability of 1.000000.

## (c) Derive the thermal forward rate constant.

**Solution.** Take first a single coordinate of length $L$ with partition function $Q_1$. In equilibrium the probability of finding the particle in $dx\,dp$ is $e^{-\beta p^2/2m}dx\,dp/(hQ_1)$. Particles within a distance $p/m$ of the barrier arrive in unit time, so the crossing rate is

$$\int_0^\infty\frac{dp}{hQ_1}\,\frac pm\,T\,e^{-\beta p^2/2m}=\frac{1}{hQ_1}\int_0^\infty T(E)\,e^{-\beta E}dE,$$

because $(p/m)\,dp=dE$. The velocity has cancelled against the density of states.

Now include the other motions. Consider one gas atom in a volume $\mathcal V$ and one C–H site, with total partition function $\mathcal V q_R$. Let the transverse states at the barrier have energies $\varepsilon_n$ above the lowest one. We assume that the system stays in its transverse state while crossing, and that state $n$ sees the same profile raised by $\varepsilon_n$. This is an approximation meant for the region near the top. On the flats the transverse levels differ from the $\varepsilon_n$, which is why $q_R$ and $q_P$ below are computed separately. If the energy of the two softest barrier modes of part (g) raises the top but not the flats, at fixed width, the tunnelling factor at 473 K rises by about 5 % in both directions. The rate per site is $k_f/\mathcal V$, so

$$k_f=\frac{1}{hq_R}\sum_n\int T(E-\varepsilon_n)e^{-\beta E}dE=\frac{q^\ddagger}{hq_R}\,I,$$

$$I=\int_0^\infty T(E)\,e^{-\beta E}dE,\qquad q^\ddagger=\sum_ne^{-\beta\varepsilon_n}.$$

The second form follows by shifting each integration variable by $\varepsilon_n$. The reactants must be kept in thermal equilibrium while they react.

## (d) Derive the reverse rate constant, and compare the tunnelling factors.

**Solution.** Let $q_P$ be the product partition function per volume, counted from the product ground level. The natural variable is now the kinetic energy on the product side, $\varepsilon=E-\Delta E$. The argument of part (c) gives

$$k_r=\frac{q^\ddagger}{hq_P}\int_0^\infty T'\,e^{-\beta\varepsilon}d\varepsilon .$$

By part (b) the range $0<\varepsilon<-\Delta E$ contributes nothing. In the rest, $T'=T$ by part (a), and $e^{-\beta\varepsilon}=e^{\beta\Delta E}e^{-\beta E}$. Therefore

$$k_r=\frac{q^\ddagger}{hq_P}\,e^{\beta\Delta E}I .$$

A classical particle crosses if and only if $E>V_0$, which replaces $I$ by $I_{\rm cl}=\int_{V_0}^\infty e^{-\beta E}dE=e^{-\beta V_0}/\beta$ in both formulas. The tunnelling factor, quantum rate over classical rate, is then

$$\kappa_f=\kappa_r=\frac{I}{I_{\rm cl}}=\beta e^{\beta V_0}\int_0^\infty T(E)\,e^{-\beta E}dE .$$

It contains tunnelling below the top and also quantum reflection above it: at $E=0.50$ eV the transmission is 0.984, not 1.

With separate solutions and energy grids for the two directions, the values agree to all printed digits:

| $T$ (K) | $\kappa_f$ | $\kappa_r$ |
|---|---|---|
| 200 | 106.19 | 106.19 |
| 300 | 5.3148 | 5.3148 |
| 473 | 1.8649 | 1.8649 |

The classical limit follows by writing $u=E-V_0$ and letting $\theta$ be the unit step:

$$\kappa-1=\beta\int\left[T(V_0+u)-\theta(u)\right]e^{-\beta u}du .$$

If the bracket vanishes outside $|u|<w$, the right side is at most $2\beta w\,e^{\beta w}$ in size, and this vanishes when $k_BT\gg w$. A bracket that is merely small outside this range does no harm at high temperature. At low temperature the factor $e^{-\beta u}$ amplifies the tail below the top and the bound can fail. For the model barrier the bracket is under 1 % beyond $w\approx0.10$ eV, yet at 100 K $\kappa-1\approx9\times10^{9}$, against $2\times10^{6}$ from the bound.

## (e) Suppose each direction is integrated from its own flat, using the parabolic-barrier formula $P(E)=1/(1+e^{2\pi(V_0-E)/\hbar\omega})$. What goes wrong?

**Solution.** The parabola has no flats, so $P$ is not zero between $\Delta E$ and 0. The reverse integral then includes particles that have no reactant state to enter, against part (b). The resulting factors are:

| $T$ (K) | forward, from 0 | reverse, from $\Delta E$ |
|---|---|---|
| 200 | 2280 | 25700 |
| 300 | 8.84 | 10.1 |
| 473 | 1.907 | 1.909 |

Well below the top, $P\,e^{-\beta E}\propto e^{(2\pi/\hbar\omega-\beta)E}$. When $\beta>2\pi/\hbar\omega$ this grows towards low energy, and the forbidden range carries much of the integral. The change occurs at

$$T=\frac{\hbar\omega}{2\pi k_B}=\frac{0.15\ \text{eV}}{2\pi\,(0.04076\ \text{eV}/473\ \text{K})}\approx277\ \text{K}.$$

At 473 K the forbidden range adds only about 0.1 % to the reverse factor. At 200 K it would falsify $k_f/k_r$ by a factor of 11. Starting both integrals at the higher flat restores the equality, but it does not make the parabola accurate: at 200 K it still gives 2280 where the full profile gives 106.

## (f) What does tunnelling do to the equilibrium constant?

**Solution.** Dividing the results of (c) and (d) gives

$$\frac{k_f}{k_r}=\frac{q_P}{q_R}\,e^{-\beta\Delta E} .$$

The factors $\kappa$, $q^\ddagger$ and $V_0$ have all cancelled. The right side is the equilibrium constant $K$ of statistical mechanics. For ideal gases and independent sites, each concentration is proportional to its partition function times $e^{\beta\mu}$, and equal sums of chemical potentials $\mu$ on the two sides leave this ratio.

One-dimensional barrier tunnelling therefore changes how fast equilibrium is approached without moving it. For the barrier used here $\kappa>1$ and the approach is faster. For a very low barrier, reflection can win: $V_0=0.01$ eV, $\Delta E=-0.5$ eV and $\hbar\omega=0.15$ eV give $\kappa\approx0.90$ at 473 K. Quantum mechanics as a whole does not drop out of $K$: zero-point energies remain in $\Delta E$, and discrete levels remain in $q_P$ and $q_R$.

The result can be checked without any rates. The equilibrium density along $x$ is proportional to $\rho(x)=\sum_j|\psi_j(x)|^2e^{-\beta E_j}$, summed over all eigenstates of the full potential, barrier included. On a flat stretch at height $V_{\rm flat}$, far from the barrier compared with the thermal wavelength $\Lambda=h/\sqrt{2\pi mk_BT}$, the eigenstates can be replaced by plane waves:

$$\rho=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,e^{-\beta(\hbar^2k^2/2m+V_{\rm flat})}=\frac{e^{-\beta V_{\rm flat}}}{\Lambda} .$$

The product-to-reactant density ratio should thus be $e^{-\beta\Delta E}=39.650$. Diagonalizing the Hamiltonian in a box 1 nm long and comparing points 0.35 nm on either side of the centre gives 39.65 for a top at 0.40 eV. It gives 39.65 again for a top at 0.20 eV, with $\Delta E$, $\hbar\omega$ and $T$ held fixed. The barrier alters the density only in its neighbourhood.

## (g) Evaluate $K$, $k_f$ and $k_r$ at 473 K.

**Solution.** The vibrations are taken as harmonic, each with $q=1/(1-e^{-\beta h\nu})$. Rounded quanta are 0.37, 0.17 and 0.17 eV for the hydrogen of the C–H group, 0.52 eV for H$_2$, and 0.22, 0.14, 0.14, 0.065 and 0.065 eV at the barrier. The products are 1.032 for the site and 1.688 for the barrier; for H$_2$ the value is 1 to the accuracy needed.

The electron-spin factor is 2 for reactants (H atom), barrier complex and products (surface radical). The rotational sum for H$_2$ is

$$q_{\rm rot}=\sum_J\frac{g_J}{4}(2J+1)\,e^{-\beta bJ(J+1)}=2.864,$$

with $g_J=1$ for even and 3 for odd $J$, and $b=7.57$ meV from a rigid bond of 0.074 nm. (The rotational constant of the ground vibrational state, with centrifugal distortion, gives $q_{\rm rot}\approx2.97$, which raises $K$ by about 4 %.) The division by 4 removes the nuclear-spin factor of two protons, which is also left out of $q_R$ and $q^\ddagger$.

Translation contributes $\Lambda^{-3}$, which is $2^{3/2}$ times larger for H$_2$ than for H. Hence

$$\frac{q_P}{q_R}=\frac{2^{3/2}\times2.864}{1.032}=7.85,\qquad K=7.85\times39.65=311 .$$

For the forward rate, $q_R=4.036\times10^{24}$ cm$^{-3}$ and $q^\ddagger=2\times1.6884=3.377$. The classical value is

$$k_f^{\rm cl}=\frac{k_BT}{h}\,\frac{q^\ddagger}{q_R}\,e^{-\beta V_0}=4.51\times10^{-16}\ \text{cm}^3/\text{s}.$$

Multiplying by $\kappa=1.865$ gives $k_f=8.41\times10^{-16}$ cm$^3$/s. In reverse, $1.449\times10^{-18}$ becomes $k_r=2.70\times10^{-18}$ cm$^3$/s. The ratio of the two quantum rates, each from its own integral, is 311.279, and the partition functions give the same figure. The same partition functions enter both numbers, so this agreement tests only $\kappa_f=\kappa_r$, not the value of $K$.

## (h) Would a reactor show this equilibrium, and which neglected effects matter most?

**Solution.** Take 1 mTorr of H and 100 mTorr of H$_2$, both at 473 K. The densities are $2.04\times10^{13}$ and $2.04\times10^{15}$ cm$^{-3}$. Abstraction then runs at $k_fn_{\rm H}=0.0172$ s$^{-1}$ per C–H bond and the reverse step at $k_rn_{\rm H_2}=0.0055$ s$^{-1}$ per radical. If these were the only processes, the ratio of radicals to C–H groups would settle at $0.0172/0.0055=3.1$.

A surface radical can also capture an H atom directly. With an assumed capture area of 0.05 nm$^2$ and every arriving atom captured, this happens at 804 s$^{-1}$. This is an upper estimate for that area. Only the singlet pairing of the two unpaired spins, one encounter in four, is bonding, and counting it alone would raise the radical ratio below by a factor of 4, to $8.5\times10^{-5}$. Balancing loss and gain of radicals gives

$$\frac{N_{\rm rad}}{N_{\rm CH}}=\frac{0.0172}{804+0.0055}\approx2.1\times10^{-5},$$

about five orders of magnitude below 3.1. The plasma maintains H atoms out of equilibrium with H$_2$, so $K$ fixes the ratio of the rate constants (for thermal gases at one temperature) but not the coverage. Tunnelling does matter for this coverage: it multiplies the numerator by 1.86, while the capture term that dominates the denominator has no barrier in this estimate.

The temperature and pressures are example values. The barrier data are rough values for hydrogen abstraction from C–H groups, not computed for a particular surface. Three further effects can be sized:

- **A shorter tunnelling path.** In several dimensions the particle may cut the corner of the reaction path. A barrier 10 % narrower, with $V_0$ and $\Delta E$ fixed, raises $\kappa$ from 1.86 to 2.16 in both directions and leaves $K$ unchanged.
- **Unequal temperatures.** If the motion of the incoming H atoms along the reaction coordinate is at 573 K while everything else, including H$_2$, stays at 473 K, $k_f$ rises by a factor of 5.0 and $k_r$ does not. The ratio $k_f/k_r$ is then no longer $K$, because the two directions no longer share one $\beta$.
- **Error in the reaction energy.** An error of 0.05 eV in $\Delta E$ changes $K$ by a factor of 3.4.

For predicting $K$, effort therefore belongs in $\Delta E$ and the partition functions. For predicting how fast hydrogen is removed, the barrier and its tunnelling factor are needed as well. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
V0 = 0.40 eV, dE = -0.15 eV, barrier quantum = 0.15 eV
T = 473 K, kB*T = 0.04076 eV
barrier length parameter a (H mass) = 0.02073 nm
E (eV) | T from left | T from right | |t|^2 left | |t'|^2 right
0.05 | 2.09199e-09 | 2.09199e-09 | 1.0460e-09 | 4.1840e-09
0.10 | 1.33797e-07 | 1.33797e-07 | 8.4621e-08 | 2.1155e-07
0.20 | 7.77883e-05 | 7.77883e-05 | 5.8802e-05 | 1.0290e-04
0.30 | 1.30999e-02 | 1.30999e-02 | 1.0696e-02 | 1.6044e-02
0.40 | 5.31405e-01 | 5.31405e-01 | 4.5318e-01 | 6.2313e-01
0.50 | 9.83827e-01 | 9.83827e-01 | 8.6287e-01 | 1.1217e+00
max rel. left/right difference = 8.9e-15
double hump, E=0.30 eV: left 3.56216e-01, right 3.56216e-01
reflection from right at E=-0.05 eV = 1.000000
kinetic energy 0.30 eV: left 1.3100e-02, right 3.9976e-06
T (K) | kappa fwd | kappa rev | parabola from 0 | from dE
200 | 106.19 | 106.19 | 2279.5 | 25687
300 | 5.3148 | 5.3148 | 8.8356 | 10.113
473 | 1.8649 | 1.8649 | 1.9074 | 1.9087
mean of v*T, velocity average = 8.03973e-02 m/s
mean of v*T, energy formula = 8.03973e-02 m/s
site quanta (eV): [0.37, 0.17, 0.17]
barrier quanta (eV): [0.22, 0.14, 0.14, 0.065, 0.065]
H2 quantum = 0.52 eV, bond = 0.074 nm
H2 rotational constant = 7.574 meV
q_rot sum = 2.8637, classical = 2.6907
q_vib: site 1.0317, barrier 1.6884
qR = 4.0361e+24 cm^-3, qP = 3.1687e+25 cm^-3
qP/qR = 7.8508, exp(-beta dE) = 39.6496
k_f: classical 4.5109e-16, with tunnelling 8.4122e-16 cm^3/s
k_r: classical 1.4492e-18, with tunnelling 2.7025e-18 cm^3/s
k_f/k_r = 311.279, K from partition functions = 311.279
density ratio, top 0.40 eV = 39.6495
density ratio, top 0.20 eV = 39.6496
10% narrower barrier: kappa fwd 2.1603, rev 2.1603
gas motion at 573 K: k_f (and k_f/k_r) times 5.002
0.05 eV error in dE: K times 3.410
H 1 mTorr: 2.042e+13 cm^-3; H2 100 mTorr: 2.042e+15
abstraction rate per C-H = 1.7174e-02 1/s
reverse rate per radical = 5.5172e-03 1/s
capture area 0.05 nm^2, k_add = 3.940e-11 cm^3/s
H refilling rate per radical = 8.0444e+02 1/s
radical/C-H ratio: steady 2.135e-05, from K 3.113
```
